# Sheet resistance from two four-probe readings without knowing the probe spacings

## A case with one probe far away

Four point probes 1, 2, 3, 4 stand in this order on a straight line, on a large thin conducting sheet. Its sheet resistance \(R_s\) (ohms per square) is uniform and isotropic, and no current leaves through its lower face. The voltage probes draw no current. Two readings are taken with the probes left in place:

- A: current \(I\) enters at 1 and leaves at 4, and \(R_A=(V_2-V_3)/I\);
- B: current \(I\) enters at 1 and leaves at 3, and \(R_B=(V_2-V_4)/I\).

First let probe 4 be very far away. Current entering at a point spreads equally in all directions, so at distance \(r\) it crosses a circle of circumference \(2\pi r\). The current per unit width is \(I/(2\pi r)\), and Ohm's law gives the field \(E=IR_s/(2\pi r)\). Since \(E=-dV/dr\),

\[
V(r)=-\frac{IR_s}{2\pi}\ln r+\text{constant}.
\]

A contact where current leaves has the opposite sign. Let \(r_{ij}\) be the distance between probes \(i\) and \(j\). In reading A the distant sink contributes equally at 2 and 3, so

\[
R_A=\frac{R_s}{2\pi}\left(-\ln r_{12}+\ln r_{13}\right)=\frac{R_s}{2\pi}\ln\frac{r_{13}}{r_{12}} .
\]

In reading B the potentials of source 1 and sink 3 cancel at the distant probe 4. At probe 2 they leave

\[
R_B=\frac{R_s}{2\pi}\left(-\ln r_{12}+\ln r_{23}\right)=\frac{R_s}{2\pi}\ln\frac{r_{23}}{r_{12}} .
\]

Exponentiating both and subtracting,

\[
e^{2\pi R_A/R_s}-e^{2\pi R_B/R_s}=\frac{r_{13}-r_{23}}{r_{12}}=1,
\]

because the segment from 1 to 3 is the segment from 1 to 2 plus the segment from 2 to 3. The lengths have gone, and one equation for \(R_s\) remains. The same equation holds with probe 4 at any finite distance, as two separate arguments show.

## First derivation: adding potentials

Write \(a=2\pi R_A/R_s\) and \(b=2\pi R_B/R_s\). With source 1 and sink 4, each potential is a sum of two logarithms:

\[
V_2=\frac{IR_s}{2\pi}(-\ln r_{12}+\ln r_{24}),\qquad
V_3=\frac{IR_s}{2\pi}(-\ln r_{13}+\ln r_{34}).
\]

The common constant drops out of the difference, so

\[
a=\ln\frac{r_{13}r_{24}}{r_{12}r_{34}} .
\]

With source 1 and sink 3,

\[
V_2=\frac{IR_s}{2\pi}(-\ln r_{12}+\ln r_{23}),\qquad
V_4=\frac{IR_s}{2\pi}(-\ln r_{14}+\ln r_{34}),
\]

and therefore

\[
b=\ln\frac{r_{14}r_{23}}{r_{12}r_{34}} .
\]

Call the consecutive spacings \(p,q,t\). Then \(r_{13}=p+q\), \(r_{24}=q+t\), \(r_{14}=p+q+t\), and

\[
(p+q)(q+t)=pq+pt+q^2+qt=pt+q(p+q+t).
\]

This says \(r_{13}r_{24}=r_{12}r_{34}+r_{14}r_{23}\). Division by \(r_{12}r_{34}\) gives

\[
\boxed{e^{2\pi R_A/R_s}-e^{2\pi R_B/R_s}=1}
\]

for any three positive spacings.

To see that the equation fixes \(R_s\), multiply it by \(e^{-a}\) and define \(R_C=R_A-R_B\):

\[
S(R_s)\equiv e^{-2\pi R_A/R_s}+e^{-2\pi R_C/R_s}=1 .
\]

The length identity makes \(r_{13}r_{24}\) larger than both \(r_{12}r_{34}\) and \(r_{14}r_{23}\), so \(R_A\) and \(R_C\) are positive. Each exponential then rises strictly with \(R_s\), and \(S\) climbs from 0 to 2. It passes 1 once, so there is one positive root. \(R_B\) itself may have either sign.

In-line position errors merely replace one set of spacings by another. They cancel to all orders, provided that the order of the probes is kept and both readings use the same positions.

## Second derivation: moving probe 4 to infinity

The second argument turns the general arrangement into the opening case. Let \(z\) be the complex coordinate in the sheet, with the probes at real positions \(x_1<x_2<x_3<x_4\), and set

\[
w=\frac{1}{x_4-z}.
\]

Away from the contacts \(V\) obeys Laplace's equation, so locally it is the real part of an analytic function \(F\). The current crossing a curve is the change of the imaginary part of \(F\) along it, divided by \(R_s\), apart from a sign convention. An analytic change of coordinate carries the values of \(F\) along unchanged. Potential differences and currents are therefore the same in the \(w\) plane, with the same \(R_s\).

Probe 4 goes to \(w=\infty\). The other probes go to \(u_i=1/(x_4-x_i)\), which are real and satisfy \(u_1<u_2<u_3\). The old infinity goes to \(w=0\). No net current flows there and \(V\) is bounded, so \(w=0\) is an ordinary point of the new sheet.

In reading A, current enters at \(u_1\) and leaves at infinity. The candidate potential is \(-(IR_s/2\pi)\ln|w-u_1|\). It has the right source, and near infinity it has the right sink, since \(\ln|z-x_4|=-\ln|w|\). Its difference from the true potential is harmonic and bounded in the whole plane, hence constant. So

\[
e^{a}=\frac{u_3-u_1}{u_2-u_1}.
\]

In reading B, source and sink are at \(u_1\) and \(u_3\), and their joint potential vanishes at infinity, where probe 4 now lies. So

\[
e^{b}=\frac{u_3-u_2}{u_2-u_1}.
\]

Subtraction gives

\[
e^a-e^b=\frac{(u_3-u_1)-(u_3-u_2)}{u_2-u_1}=1 .
\]

The unknown spacings enter both readings through one ratio of lengths. Two readings therefore suffice for two unknowns, that ratio and \(R_s\).

### A round wafer

The same method treats a round wafer with an insulating edge and probes on a diameter. Measure lengths in wafer radii and map the disc by \(u=z/(1+z^2)\). Two points \(z,z'\) with equal \(u\) satisfy \((z-z')(1-zz')=0\). Inside the disc \(zz'\neq1\), so the map is one-to-one. On the edge, \(z=e^{i\theta}\) gives \(u=1/(2\cos\theta)\), so the edge becomes the two parts of the real axis with \(|u|\ge 1/2\).

The probes also lie on the real axis, at \(|u|<1/2\). Their order is kept because \(du/dx=(1-x^2)/(1+x^2)^2>0\). On an infinite \(u\) plane their potential is symmetric about the real axis, so no current crosses that axis away from the contacts. Insulating the two outer parts changes nothing, and the boxed equation holds exactly on the wafer. A probe line parallel to a nearby edge lacks this symmetry.

## What a single reading costs, and what the pair costs

Suppose the pitch is assumed to be \(s\) throughout. Then \(r_{13}r_{24}/(r_{12}r_{34})=4\), and reading A alone gives \(R_s=2\pi R_A/\ln4=4.532\,R_A\). If the probes are displaced along the line by small \(\delta_i\), then to first order

\[
\delta a=\frac{\delta_3-\delta_1}{2s}+\frac{\delta_4-\delta_2}{2s}-\frac{\delta_2-\delta_1}{s}-\frac{\delta_4-\delta_3}{s}
=\frac{L}{2s},
\]

with \(L=\delta_1-3\delta_2+3\delta_3-\delta_4\). The relative error is \(L/(2s\ln4)\). For independent displacements of rms size \(\sigma\), \(L\) has rms \(\sqrt{20}\,\sigma\), and the error is \(\sqrt5\,\sigma/(s\ln4)=1.613\,\sigma/s\).

The pair removes this error but amplifies voltage noise. Let \(\varepsilon_A,\varepsilon_B\) be the relative errors of \(R_A,R_B\), and \(\varepsilon\) that of the resulting \(R_s\). Then \(da=a(\varepsilon_A-\varepsilon)\) and \(db=b(\varepsilon_B-\varepsilon)\). Differentiating \(e^a-e^b=1\) gives \(e^a\,da=e^b\,db\), so

\[
\varepsilon=\frac{a e^a\varepsilon_A-b e^b\varepsilon_B}{a e^a-b e^b}.
\]

At equal spacing \(e^a=4\) and \(e^b=3\). With \(K=4\ln4-3\ln3=2.249\),

\[
\varepsilon=2.465\,\varepsilon_A-1.465\,\varepsilon_B .
\]

A common scale error, such as a wrong current, passes through with weight 1. Independent errors of equal rms size are amplified by \(\sqrt{2.465^2+1.465^2}=2.868\).

A wide middle gap makes matters worse. If \(M=e^b\) is large, then \(e^a=M+1\) and the denominator is \((M+1)\ln(M+1)-M\ln M\approx\ln M+1\). Both weights then grow roughly as \(M\), because the information sits in a small difference between two nearly equal readings.

If the probes are lifted and re-landed between A and B, the cancellation is lost. Near equal spacing, a displacement enters the numerator through \(a e^a\varepsilon_A=e^a\delta a=2L/s\). The identity forces \(e^b\delta b\) to be the same function of the positions. With a different value \(L'\) in the second landing,

\[
\varepsilon=\frac{2(L-L')}{Ks}.
\]

For independent landings the rms is \(2\sqrt{40}\,\sigma/(Ks)=5.62\,\sigma/s\), about 3.5 times that of reading A alone.

## Displacements across the line

Let the probes have complex positions \(z_i\), now possibly off the line. Expanding both sides confirms

\[
(z_1-z_3)(z_2-z_4)=(z_1-z_2)(z_3-z_4)+(z_1-z_4)(z_2-z_3).
\]

The triangle inequality gives \(r_{13}r_{24}\le r_{12}r_{34}+r_{14}r_{23}\), so \(S\ge1\) at the true \(R_s\). Since \(S\) rises with its argument, the root lies at or below the true value, as long as \(R_A\) and \(R_C\) stay positive. Offsets across the line never make the result too high.

For offsets \(y_i\ll s\) at equal pitch, use \(r_{ij}\approx d+(y_i-y_j)^2/(2d)\), where \(d\) is the in-line distance. With \(g_1=y_2-y_1\), \(g_2=y_3-y_2\), \(g_3=y_4-y_3\), the products are, to second order,

\[
\begin{aligned}
r_{12}r_{34}&=s^2+\tfrac12(g_1^2+g_3^2),\\
r_{14}r_{23}&=3s^2+\tfrac16(g_1+g_2+g_3)^2+\tfrac32g_2^2,\\
r_{13}r_{24}&=4s^2+\tfrac12(g_1+g_2)^2+\tfrac12(g_2+g_3)^2 .
\end{aligned}
\]

The first two minus the third leave \(\tfrac16(g_1-2g_2+g_3)^2\). Dividing by \(4s^2\),

\[
S-1=\frac{D^2}{24s^2},\qquad D=g_1-2g_2+g_3=y_4-3y_3+3y_2-y_1 .
\]

The slope of \(S\) is \(dS/d\ln R_s=ae^{-a}+ce^{-c}\) with \(c=a-b=\ln(4/3)\). This equals \(\tfrac14\ln4+\tfrac34(\ln4-\ln3)=K/4\). Returning \(S\) to 1 therefore requires

\[
\frac{\delta R_s}{R_s}=-\frac{D^2}{6Ks^2}.
\]

## Worked example: a boron implant

Take an annealed boron-implanted layer in n-type silicon, with rough typical values: active density \(N=1.0\times10^{15}\ \mathrm{cm^{-2}}\) and hole mobility \(\mu=60\ \mathrm{cm^2/Vs}\). Then \(R_s=1/(q\mu N)=104.03\) ohm/sq. The nominal pitch is 1000 µm, and the probes are displaced along the line by 10, −8, 12 and −5 µm. The true spacings are 982, 1020 and 983 µm.

For a current of 0.10 mA, integrating the field between the voltage probes gives \(V_A=2.35776\) mV and \(V_B=1.90182\) mV. These are calculated voltages, not measured ones. Division by the current gives \(R_A=23.578\) ohm and \(R_B=19.018\) ohm.

Assuming equal spacing, A alone gives \(4.532\times23.578=106.86\) ohm/sq, which is 2.7 % above the true value. The first-order formula has \(L=10+24+36+5=75\) µm and predicts \(75/(2000\ln4)=2.7\) %. B alone, with \(R_s=2\pi R_B/\ln3\), gives 108.77 ohm/sq, which is 4.6 % too high.

The noise weights also supply a first estimate from the pair:

\[
2.4652\times106.862-1.4652\times108.769=104.07\ \text{ohm/sq}.
\]

Solving the full equation gives 104.03 ohm/sq, the true value. There \(e^a=4.15413\) and \(e^b=3.15413\), which differ by 1. The spacings, not used in the solution, agree:

\[
\frac{(982+1020)(1020+983)}{982\times983}=4.154 .
\]

A separate test replaces the sheet by an infinite square network of 1 ohm resistors, solved from Kirchhoff's laws without assuming a logarithm. With probes at nodes 0, 40, 95 and 140 of one row, the pair gives 1.00005 ohm/sq, while A alone with equal spacing assumed gives 1.20.

## The real layer

At fixed mobility, the error of A alone would turn the active density into \(9.73\times10^{14}\ \mathrm{cm^{-2}}\). In a real layer mobility varies with doping, so converting \(R_s\) to dose needs more than this proportionality. Lateral non-uniformity over a few millimetres also breaks the model, and its effect is not sized here.

Other departures, relative to the true \(R_s\), are as follows.

- **Re-landing.** New displacements of −6, 9, 4 and −8 µm before B give \(L'=-13\) µm. The formula predicts \(2\times88/(2.249\times1000)=7.8\) %; the full calculation gives 7.7 %.
- **Offsets across the line.** For 8, −10, 6 and −7 µm, \(D=-63\) µm and the formula gives −0.029 %, in agreement with the full calculation.
- **Noise.** Independent errors of 0.02 % rms in the two readings become 0.057 % at equal spacing, and about 0.06 % at the spacings of this example.
- **Wafer edge.** On a wafer of radius 150 mm, with equally spaced probes centred 6 mm from the edge, A alone is 1.6 % high on a radial line and 1.5 % high on a parallel line. The pair is exact to rounding on the radial line and 0.05 % high on the parallel one.
- **Contact size and temperature.** The correction for contacts of radius 10 µm scales as \((10/1000)^2=0.01\) %. For perfectly conducting discs at equal pitch the prefactor is about −3, which gives −0.03 %. A rough temperature coefficient of 0.1 % per kelvin gives 0.1 % for a change of 1 K shared by both readings. A change of 1 K between them is amplified by the noise weights, to as much as 0.25 % at equal spacing and 0.26 % at the spacings of this example.

Leakage through a poor junction can matter more than the contact size or a temperature change of 1 K. At small bias a diode of saturation current density \(J_0\) passes \(J_0qV/kT\) per unit area. Current conservation in the layer then gives

\[
\nabla^2V=\frac{V}{\lambda^2},\qquad \lambda=\sqrt{\frac{kT}{qJ_0R_s}},
\]

with the substrate taken as an equipotential. The Bessel function \(K_0(r/\lambda)\) replaces \(-\ln r\). For an assumed \(J_0=10^{-7}\ \mathrm{A/cm^2}\), \(\lambda\) is 50 cm and the error is about −0.0003 %. For a poor junction with \(10^{-4}\ \mathrm{A/cm^2}\), \(\lambda\) is 1.6 cm and the error is −0.34 %. These are estimates: the voltage at a current tip is 9.4 mV against \(kT/q=25.5\) mV, so the diode is only roughly linear there.

## What the two derivations assume

Both derivations, as written, assume a uniform, isotropic, ohmic sheet, point contacts, and no leakage. On the infinite sheet isotropy can be dropped: if the sheet resistances along two principal axes are \(R_x\) and \(R_y\), rescaling one axis makes the sheet isotropic and leaves the probes collinear and in order, so the boxed equation holds with \(R_s=\sqrt{R_xR_y}\). They use these conditions differently.

The first needs the potential of a point source on the given sheet explicitly, and then an identity between lengths. Because it keeps the distances in view, it extends directly to probes off the line and gives the sign and size of that error.

The second needs Laplace's equation to keep its form under an analytic change of coordinate. It shows why one geometric unknown remains, and it reaches the round wafer without a new source potential. It also locates the failure under leakage: the map multiplies the term \(V/\lambda^2\) by the position-dependent factor \(|dz/dw|^2\), so the transformed sheet no longer leaks uniformly and the reduction to the opening case is lost. The opening case itself also fails under leakage, because its potentials are no longer logarithms.

The numerical output follows.

## Computed values

```
INPUTS (rough typical values for a boron implant in silicon)
active sheet density = 1.00e+15 cm^-2
hole mobility = 60.0 cm2/Vs
layer depth = 200 nm; current = 0.10 mA
nominal pitch = 1000 um; in-line errors = [10. -8. 12. -5.] um
actual spacings = [ 982. 1020.  983.] um
true sheet resistance = 104.0252 ohm/sq
READINGS AND RESULT
V_A = 2.35776 mV; V_B = 1.90182 mV
R_A = 23.57761 ohm; R_B = 19.01822 ohm; R_C = 4.55940 ohm
exp(2 pi R_A/Rs) = 4.15413
exp(2 pi R_B/Rs) = 3.15413
Rs from both readings = 104.0252 ohm/sq
Rs from A, equal spacing assumed = 106.8622 ohm/sq
Rs from B, equal spacing assumed = 108.7690 ohm/sq
error of A alone = 2.7273 %; B alone = 4.5603 %
active density implied by A alone = 9.7345e+14 cm^-2
SENSITIVITIES AT EQUAL SPACING
single-reading factor pi/ln2 = 4.53236
K = 4 ln4 - 3 ln3 = 2.24934; 6K = 13.4960
noise weights A, B = 2.4652, -1.4652; rms gain = 2.8678
single: rms error = 1.6130 sigma/s; 10 um: 1.6130 %
re-landed pair: rms = 5.6235 sigma/s; 10 um: 5.6235 %
CHECKS
largest relative error, 20 random probe sets = 2.7e-15
network nodes = [0, 40, 95, 140]; true value = 1 ohm/sq
network: both readings = 1.000053; A alone = 1.2000 ohm/sq
NEGLECTED EFFECTS (relative error of Rs from both readings)
offsets across the line [  8. -10.   6.  -7.] um: -0.0295 %
re-landing before B, new in-line errors [-6.  9.  4. -8.] um: 7.7199 %
voltage noise 0.0200 % rms in each reading: 0.0574 % rms
wafer radius = 150 mm; probe centre to edge = 6 mm
radial line: A alone 1.5913 %; both -1.3e-15 (fraction)
line parallel to edge: A alone 1.5392 %; both 0.0489 %
leakage J0 = 1e-07 A/cm2: decay length 49.52 cm; error -3.39e-04 %
leakage J0 = 1e-04 A/cm2: decay length 1.57 cm; error -3.40e-01 %
tip voltage = 9.44 mV; kT/q at 296 K = 25.51 mV
contact radius 10 um: order (radius/pitch)^2 = 0.0100 %
layer depth / pitch = 2.0e-04
temperature change of 1 K, rough coefficient 1e-03 per K: 0.1000 %
```
